# Conductance of a Uniform Sheet with a Rippled Electrode Edge, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field between the electrodes

A thin conducting film joins two metal electrodes. One electrode has a straight edge. The edge of the other was meant to be straight and parallel to the first, but patterning has left a ripple on it. The problem is to find how the ripple changes the conductance between the electrodes.

The film is treated as a sheet with a uniform, isotropic sheet conductance \(S\), the conductivity times the thickness. It is ohmic, so the current per unit length of cross-section is \(\mathbf J=-S\nabla\phi\), where \(\phi(x,y)\) is the potential. The straight edge is the line \(y=0\). The rippled edge is
\[
y=H(x)=L+h(x),\qquad h(x)=a\cos kx ,
\]
and the film fills \(0<y<H(x)\). The mean gap is \(L\), because \(h\) averages to zero over a period \(2\pi/k\). Where \(h<0\) the metal protrudes into the gap; where \(h>0\) it recedes. Both electrodes are perfect conductors in perfect contact with the film, the first at potential 0 and the second at \(V>0\). Angle brackets mean an average over \(x\) along whole periods. Subscripts \(x\) and \(y\) on a potential mean partial derivatives.

### (a) The boundary-value problem

**State the problem that \(\phi\) obeys, define the mean conductance per unit width, and show that it can be read at either electrode.**

**Solution.** In a steady state no charge accumulates, so \(\nabla\cdot\mathbf J=0\). Since \(S\) is uniform it drops out, and
\[
\phi_{xx}+\phi_{yy}=0,\qquad \phi(x,0)=0,\qquad \phi(x,H(x))=V. \tag{1}
\]
Current flows from the rippled electrode towards the straight one, in the direction of \(-y\). The current per unit width that arrives at the straight electrode is \(-J_y=S\phi_y\), taken at \(y=0\). The mean conductance per unit width is therefore
\[
g=\frac{S}{V}\,\langle\phi_y(x,0)\rangle . \tag{2}
\]

To compare this with the current at the other electrode, integrate Laplace's equation over one period of the film and apply the divergence theorem. The two ends of the period contribute equal and opposite fluxes. On the rippled edge the outward normal times the element of length is \((-h',1)\,dx\). What remains is
\[
\langle\phi_y-h'\phi_x\rangle_{y=H}=\langle\phi_y\rangle_{y=0}. \tag{3}
\]
The same current leaves one electrode and enters the other, as it must.

For straight edges at gap \(L\) the potential is \(Vy/L\) and the conductance per width is \(g_0=S/L\). The quantity sought is the fractional change
\[
F=\frac{g}{g_0}-1 .
\]

A real film has ends. Suppose that it is cut along two lines of constant \(x\), each through a crest or a trough of \(h\), and that the cuts are insulating. The periodic solution is mirror-symmetric about each such line, so \(\phi_x=0\) there and no current crosses it. The periodic solution then also solves the cut film. If the cuts are a whole number of periods apart, the averages above apply without change. A film many periods wide approaches the same result wherever it is cut.

### (b) First order in the ripple

**Find the potential to first order in \(a\).**

**Solution.** Write \(\phi=\phi_0+\phi_1+\phi_2+\dots\), where \(\phi_n\) is proportional to \(a^n\). Each term obeys Laplace's equation and vanishes at \(y=0\). The zeroth term is \(\phi_0=Vy/L\).

The condition on the rippled edge is awkward because the edge moves with \(x\). It is transferred to the straight line \(y=L\) by a Taylor expansion in \(h\):
\[
\phi_n(x,L+h)=\phi_n(x,L)+h\,\phi_{n,y}(x,L)+\tfrac12h^2\phi_{n,yy}(x,L)+\dots
\]
Where the metal protrudes, the line \(y=L\) lies inside the metal. There the symbols \(\phi_n\) stand for the smooth continuation of the film's potential, which the functions found below supply.

For \(n=0\) the expansion stops after the linear term, because \(\phi_0\) is linear in \(y\). Collecting terms up to second order gives
\[
V+\frac{V}{L}h+\phi_1(x,L)+h\,\phi_{1,y}(x,L)+\phi_2(x,L)=V .
\]
The terms of each order must vanish separately, since the equation holds for every small \(a\):
\[
\phi_1(x,L)=-\frac{V}{L}h, \tag{4}
\]
\[
\phi_2(x,L)=-h\,\phi_{1,y}(x,L). \tag{5}
\]

Condition (4) varies as \(\cos kx\). Try \(\phi_1=f(y)\cos kx\). Laplace's equation requires \(f''=k^2f\), and \(f(0)=0\) selects \(f\propto\sinh ky\). Matching to (4) at \(y=L\) fixes the constant:
\[
\phi_1=-\frac{Va}{L}\,\frac{\sinh ky}{\sinh kL}\,\cos kx . \tag{6}
\]

The mean of \(\phi_{1,y}\) at \(y=0\) is zero. The conductance therefore has no first-order change. A protrusion and a recess of equal size cancel at this order, and the effect must be sought at the next.

### (c) The change in mean conductance

**Find \(F\) to second order in \(a\), and describe the ripple as a displacement of a straight electrode.**

**Solution.** Differentiate (6) and set \(y=L\):
\[
\phi_{1,y}(x,L)=-\frac{Vak}{L}\coth(kL)\cos kx . \tag{7}
\]
Insert this in (5). The two minus signs cancel:
\[
\phi_2(x,L)=\frac{Va^2k}{L}\coth(kL)\cos^2kx
=\frac{Va^2k}{2L}\coth(kL)\,(1+\cos2kx).
\]

The part in \(\cos2kx\) produces a potential proportional to \(\sinh(2ky)\cos2kx\), whose field averages to zero. The constant part produces a potential that depends on \(y\) alone. Laplace's equation makes it linear in \(y\), and it vanishes at \(y=0\). Hence
\[
\langle\phi_2\rangle=\frac{y}{L}\,\frac{Va^2k}{2L}\coth(kL).
\]
The mean field at the straight electrode is the slope of \(\langle\phi_0+\phi_2\rangle\):
\[
\langle\phi_y(x,0)\rangle=\frac VL\left[1+\frac{a^2k}{2L}\coth(kL)\right].
\]
Division by \(V/L\) gives the result
\[
\boxed{F=\frac{a^2k\coth(kL)}{2L}} \tag{8}
\]
The factor \(\tfrac12\) is the mean of \(\cos^2kx\). The sheet conductance \(S\) has cancelled, so in this model the fraction depends on geometry alone.

The sign has a direct explanation. Consider the potential on the line \(y=L\). Below a recess this line lies in the film, a distance \(h\) short of the metal, and its potential is below \(V\) by about \(h\) times the local field. At a protrusion the continued potential on the line is above \(V\) by about \(|h|\) times the local field. By (7), the field is stronger at the protrusion. The excess therefore outweighs the deficit, and the mean potential on the line is \(V(1+F)\). The mean current is that of a straight electrode at gap \(L\) held at this higher potential.

The same current would flow to a straight electrode at potential \(V\) and a smaller gap \(L-\delta\). Since \(1/(L-\delta)\approx(1+\delta/L)/L\), the displacement to this order is
\[
\delta=FL=\tfrac12a^2k\coth(kL). \tag{9}
\]

The next correction to \(F\) is of order \(a^4\). Replacing \(a\) by \(-a\) shifts the ripple by half a period, which cannot change the mean conductance, so odd powers are absent. The Taylor expansion compares \(h\) with the distance \(1/k\) over which the disturbance varies, and the change of gap compares \(h\) with \(L\). The conditions for (8) are thus \(ka\ll1\) and \(a\ll L\).

### (d) Where the current crowds

**Find the first-order current distribution at each electrode, and check the second-order current balance at the rippled edge.**

**Solution.** At the straight electrode, (6) gives
\[
\phi_y(x,0)=\frac VL\left[1-\frac{ak}{\sinh kL}\cos kx\right]. \tag{10}
\]
At the rippled edge, (7) gives to first order
\[
\phi_y(x,H)=\frac VL\left[1-ak\coth(kL)\cos kx\right]. \tag{11}
\]
The protrusions are at \(\cos kx=-1\), and there both expressions are largest. For \(kL\gg1\) the variation at the straight electrode is exponentially small, while that at the rippled edge tends to the fraction \(ak\). The unevenness caused by short ripples is confined to the neighbourhood of their own edge, although the mean current rises at both electrodes.

For the balance (3), note that the rippled edge is an equipotential. Differentiating \(\phi(x,H(x))=V\) along it gives \(\phi_x+h'\phi_y=0\). The flux in (3) is then
\[
\phi_y-h'\phi_x=(1+h'^2)\,\phi_y .
\]
To second order its mean is
\[
\frac VL+\langle h\,\phi_{1,yy}(x,L)\rangle+\langle\phi_{2,y}(x,L)\rangle+\frac VL\langle h'^2\rangle ,
\]
where the first-order term has averaged to zero. From (6), \(\phi_{1,yy}=k^2\phi_1\), which equals \(-k^2Vh/L\) on \(y=L\). The second term is therefore \(-Vk^2a^2/(2L)\). The last term is \(+Vk^2a^2/(2L)\), because \(\langle h'^2\rangle=a^2k^2/2\). They cancel: moving to the true edge lowers the mean of \(\phi_y\), and the term in \(h'^2\), half of it from the extra length of the edge and half from the tilt of the field, makes up for it. What is left is \(V/L+VF/L\), the same mean as at the straight electrode.

### (e) Long and short ripples

**Find the limits of (8) for small and large \(kL\). Compare them with a model in which the film consists of independent narrow slices, and decide whether that model gives a bound.**

**Solution.** For \(kL\ll1\), \(\coth(kL)\approx1/(kL)\), and for \(kL\gg1\), \(\coth(kL)\to1\). Thus
\[
F\to\frac{a^2}{2L^2}\quad(kL\ll1),\qquad F\to\frac{a^2k}{2L}\quad(kL\gg1). \tag{12}
\]

In the slice model, insulating cuts parallel to \(y\) keep the current from moving sideways. Each slice has conductance \(S/H(x)\) per width, so the mean is \(g_s=S\langle1/H\rangle\). Expanding in \(h/L\),
\[
\left\langle\frac1{L+h}\right\rangle=\frac1L\left[1+\frac{\langle h^2\rangle}{L^2}+\frac{\langle h^4\rangle}{L^4}+\dots\right]
=\frac1L\left[1+\frac{a^2}{2L^2}+\frac{3a^4}{8L^4}+\dots\right]. \tag{13}
\]
The leading rise agrees with the long-ripple limit. When the edge varies slowly, there is little sideways current to suppress.

The slice model is a lower bound at any amplitude with \(a<L\). Let \(\mathbf J_0\) be the true flow for some total current \(I\), and let \(\mathbf J_0+\mathbf d\) be another divergence-free flow with the same total current. The dissipated power is the integral of \(|\mathbf J|^2/S\). The cross term in it is
\[
\frac2S\int\mathbf J_0\cdot\mathbf d\;dA=-2\int\nabla\phi\cdot\mathbf d\;dA=-2\oint\phi\,\mathbf d\cdot\mathbf n\,ds=0 .
\]
The last step holds because \(\phi\) is constant on each electrode, \(\mathbf d\) carries no net current through either, and the periodic ends cancel. The remaining extra term, the integral of \(|\mathbf d|^2/S\), cannot be negative. The true flow therefore dissipates least for a given current.

Now use the slice flow as the trial. Per unit width it carries the current \(Vg_s\) and dissipates \(V^2g_s\). The true flow with the same current dissipates \((Vg_s)^2/g\), which cannot be larger. Hence \(g\ge g_s\). Moreover,
\[
\frac1H-\frac2L+\frac H{L^2}=\frac{(H-L)^2}{HL^2}\ge0 ,
\]
and the average of this, with \(\langle H\rangle=L\), gives \(\langle1/H\rangle\ge1/L\). A zero-mean ripple on the electrode edge therefore cannot lower the conductance in this model, even when (8) is no longer accurate.

The coefficient in (8) was also tested against a numerical solution of (1) on the true domain, in units with \(L=1\). The amplitudes were 0.04 for \(k\le1\) and \(0.04/k\) for larger \(k\), each paired with its half so that the \(a^4\) part of the rise could be removed.

| \(kL\) | \(F/a^2\), numerical | \(F/a^2\), from (8) |
|---|---|---|
| 0.1 | 0.50167 | 0.50167 |
| 1.0 | 0.65652 | 0.65652 |
| 3.0 | 1.50745 | 1.50745 |
| 8.0 | 4.00000 | 4.00000 |

The first row is close to the slice value 0.5. The last is the short-ripple value \(k/2=4\) to the digits shown.

## Second half: rough edges, side edges and a film resistor

The film has sheet conductance \(S\) and lies between a straight electrode edge at \(y=0\), at potential 0, and a rippled one at \(y=H=L+h(x)\), at potential \(V\). The mean gap is \(L\), and angle brackets average over \(x\). For \(h=a\cos kx\), with \(ka\ll1\) and \(a\ll L\), the mean conductance exceeds that of straight edges at gap \(L\) by the fraction
\[
F=\frac{a^2k\coth(kL)}{2L}. \tag{8}
\]
This equals the effect of moving a straight electrode inwards by \(\delta=FL\). For any small \(h\), the first- and second-order potentials satisfy
\[
\phi_1(x,L)=-\frac VLh,\qquad \phi_2(x,L)=-h\,\phi_{1,y}(x,L), \tag{4, 5}
\]
and both vanish at \(y=0\).

### (f) An edge with many wavelengths

**Find \(F\) when \(h\) is a sum of harmonics, and express it through a roughness spectrum. Is the rms roughness enough to determine \(F\)?**

**Solution.** Let
\[
h=\sum_n a_n\cos(k_nx+\alpha_n),
\]
with distinct positive \(k_n\), all of them multiples of one fundamental wavenumber. Condition (4) is linear, so each harmonic produces its own first-order potential, and
\[
\phi_{1,y}(x,L)=-\frac VL\sum_n a_nk_n\coth(k_nL)\cos(k_nx+\alpha_n).
\]
Condition (5) multiplies this by \(-h\). In the mean, the product of two different harmonics vanishes, and the product of a harmonic with itself gives \(\tfrac12\). With \(s_n^2=a_n^2/2\), the variance of the edge position in harmonic \(n\),
\[
F=\frac1L\sum_n s_n^2k_n\coth(k_nL). \tag{14}
\]
The phases \(\alpha_n\) have dropped out at this order.

As a test, take \(L=1\) and a fundamental wavenumber of 1. Give the second harmonic amplitude 0.006 and phase 0.3, and the third amplitude 0.004 and phase 1.1. The numerical solution gives a rise of \(6.1462\times10^{-5}\), and the sum (14) gives \(6.1463\times10^{-5}\).

For other sets of harmonics a third-order term can appear. It needs three wavenumbers, taken with either sign and with repetition allowed, that add to zero, such as \(k+k-2k\). The pair just used has no such combination.

For a continuous spectrum \(P(k)\), defined so that the variance is \(\int_0^\infty P\,dk\), the sum becomes
\[
F=\frac1L\int_0^\infty P(k)\,k\coth(kL)\,dk . \tag{15}
\]
The rms roughness is not enough, because short wavelengths carry more weight. If \(P\) falls as \(k^{-2}\) at large \(k\), the variance converges there, but the integrand of (15) falls as \(1/k\) and the integral grows logarithmically with its upper limit. The mean square slope \(\int k^2P\,dk\) then grows even faster, and the small-slope expansion fails. A usable estimate needs a spectrum that falls fast enough, or a physical short-wavelength cutoff at which the slope is still small.

### (g) A film cut at an arbitrary place

To second order, a small zero-mean ripple on an electrode edge raises the mean conductance by the fraction (8), and an edge with many wavelengths raises it by the sum (14) or the integral (15). What remains is to treat a film cut at an arbitrary place, a ripple on an insulating side edge, and a Cu2O film resistor, including its contacts and whether the rise could be measured.

Numerical values quoted here were computed with a short program.
